# Half-Order Beta-Hydride Elimination from a Dimeric Aluminium Alkyl

## Definitions and conventions

Let M be the monomeric trialkyl AlR$_3$ and D its dimer (AlR$_3$)$_2$. They exchange through

$$
\mathrm{D}\rightleftharpoons 2\,\mathrm{M},\qquad K=\frac{[\mathrm M]^2}{[\mathrm D]}.
$$

The constant $K$ has the unit mol/L. The dissociation enthalpy $\Delta H$ and entropy $\Delta S$ refer to one mole of dimer giving two moles of monomer, with the standard concentration $c^\circ=1$ mol/L:

$$
K=c^\circ\exp\left(-\frac{\Delta H}{RT}+\frac{\Delta S}{R}\right).
$$

In beta-hydride elimination a hydrogen on the second carbon of an alkyl group moves to aluminium, and an alkene leaves. The premise is that the monomer alone does this:

$$
\mathrm M\longrightarrow \mathrm{R_2AlH}+\text{alkene},\qquad k_1=A\,e^{-E_a/RT}.
$$

The rate $r=k_1[\mathrm M]$ is the forward rate, in moles of alkene per volume and time, at low conversion. The reverse reaction is treated separately below. The apparent activation energy is a logarithmic derivative,

$$
E_{\rm app}=RT^2\left(\frac{\partial\ln r}{\partial T}\right),
$$

and it has a meaning once the quantity held fixed is named. Applied to $k_1$, this definition returns $E_a$. The solution is taken as ideal, and its thermal expansion is neglected until its size is estimated.

The result to be derived, for exchange that is fast compared with elimination, is

$$
r=k_1\sqrt{K[\mathrm D]},\qquad E_{\rm app}=E_a+\tfrac12\Delta H\quad\text{at fixed }[\mathrm D].
$$

Dominance of the dimer is not needed for this statement about the actual dimer concentration. It is needed when $[\mathrm D]$ is replaced by half the total aluminium concentration, the quantity that is weighed in.

## First derivation: kinetic balance

Let $k_d$ be the rate constant of dimer dissociation and $k_a$ that of association, defined so that the two events occur at rates $k_d[\mathrm D]$ and $k_a[\mathrm M]^2$. Each dissociation makes two monomers and each association removes two, while each elimination removes one. Hence

$$
\frac{d[\mathrm M]}{dt}=2k_d[\mathrm D]-2k_a[\mathrm M]^2-k_1[\mathrm M].
$$

Without elimination the balance vanishes when $[\mathrm M]^2/[\mathrm D]=k_d/k_a$, so $K=k_d/k_a$.

With elimination present, hold $[\mathrm D]$ fixed and set the derivative to zero. Division by $2k_a$ gives

$$
[\mathrm M]^2+2q[\mathrm M]-K[\mathrm D]=0,\qquad q=\frac{k_1}{4k_a}.
$$

The positive root is

$$
[\mathrm M]=\sqrt{K[\mathrm D]+q^2}-q .
$$

Write $s=\sqrt{K[\mathrm D]}$ for the equilibrium monomer concentration. Two limits follow.

**Fast exchange, $q\ll s$.** Expanding the root gives $[\mathrm M]=s-q+q^2/2s+\dots$. The monomer lies below its equilibrium value by the relative amount $q/s$ to leading order. Dropping that term,

$$
r=k_1\sqrt{K[\mathrm D]} .
$$

The order is $\partial\ln r/\partial\ln[\mathrm D]=1/2$. Its origin is the stoichiometry: since one dimer supplies two monomers, the square of $[\mathrm M]$ is proportional to $[\mathrm D]$. Doubling the dimer raises the rate by $\sqrt2$.

**Slow exchange, $q\gg s$.** Now $\sqrt{q^2+s^2}-q\approx s^2/2q$, and

$$
r\approx k_1\frac{K[\mathrm D]}{2q}=2k_aK[\mathrm D]=2k_d[\mathrm D].
$$

Every monomer eliminates before it finds a partner. The order is one, and the activation energy is that of $k_d$; the barrier of elimination has dropped out. Numerical integration of the balance with $k_a=1$, $k_d=0.01$ and $k_1=40$ in consistent reduced units gives an order of 0.99996 between $[\mathrm D]=1$ and 2. Half order therefore requires the pre-equilibrium as well as a reactive monomer.

For the temperature dependence in the fast limit, take the logarithm:

$$
\ln r=\ln k_1+\tfrac12\ln K+\tfrac12\ln[\mathrm D].
$$

At fixed $[\mathrm D]$ the last term does not contribute. The first gives $RT^2\,d\ln k_1/dT=E_a$. For the second, with $\Delta H$ and $\Delta S$ constant,

$$
RT^2\frac{d\ln K}{dT}=RT^2\,\frac{\Delta H}{RT^2}=\Delta H .
$$

Adding the contributions,

$$
E_{\rm app}=E_a+\tfrac12\Delta H .
$$

Heating makes each monomer react faster and also makes more monomer. The second effect carries the factor one half because $[\mathrm M]$ varies as the square root of $K$. Inserting the full expressions for $k_1$ and $K$ also gives the prefactor:

$$
r=A\,e^{\Delta S/2R}\,e^{-(E_a+\Delta H/2)/RT}\sqrt{c^\circ[\mathrm D]} .
$$

The apparent prefactor $A\,e^{\Delta S/2R}$ is larger than $A$ when $\Delta S$ is positive at the chosen standard concentration, as it is in the example below.

## Second derivation: free energy of the transition state

The second route does not follow the exchange reaction at all. It compares the transition state of elimination, written $\ddagger$, directly with the dimer. This transition state has the composition of one AlR$_3$, hence of half a dimer.

In transition-state theory the rate is the concentration of transition states multiplied by a universal frequency and a transmission coefficient $\kappa$:

$$
r=\kappa\,\frac{k_{\rm B}T}{h}\,[\ddagger].
$$

The transition states are assumed to be populated as in equilibrium with the reactants. Equilibrium between one transition state and half a dimer, which have equal composition, requires

$$
\mu_\ddagger=\tfrac12\mu_{\mathrm D}.
$$

In an ideal solution each chemical potential is $\mu_i=\mu_i^\circ+RT\ln([i]/c^\circ)$. Substitution gives

$$
\mu_\ddagger^\circ+RT\ln\frac{[\ddagger]}{c^\circ}
=\tfrac12\mu_{\mathrm D}^\circ+\tfrac12RT\ln\frac{[\mathrm D]}{c^\circ}.
$$

Solving for $[\ddagger]$ and inserting it in the rate,

$$
r=\kappa\,\frac{k_{\rm B}T}{h}\,
\exp\left(-\frac{\mu_\ddagger^\circ-\frac12\mu_{\mathrm D}^\circ}{RT}\right)
\sqrt{c^\circ[\mathrm D]} .
$$

The half order appears at once: it is the number of dimers needed to compose one transition state.

The activation energy follows from the Gibbs–Helmholtz relation, $d(\mu_i^\circ/T)/dT=-H_i^\circ/T^2$. The factor $T$ in the frequency contributes $RT^2\cdot(1/T)=RT$. Therefore, at fixed $[\mathrm D]$,

$$
E_{\rm app}=RT+H_\ddagger^\circ-\tfrac12H_{\mathrm D}^\circ+RT^2\frac{d\ln\kappa}{dT}.
$$

To bring in $E_a$, apply the same theory to a monomer of given concentration. Its rate constant is

$$
k_1=\kappa\,\frac{k_{\rm B}T}{h}\exp\left(-\frac{\mu_\ddagger^\circ-\mu_{\mathrm M}^\circ}{RT}\right),
$$

so that

$$
E_a=RT+H_\ddagger^\circ-H_{\mathrm M}^\circ+RT^2\frac{d\ln\kappa}{dT}.
$$

On subtraction the transition-state enthalpy, the term $RT$ and the transmission term cancel:

$$
E_{\rm app}-E_a=H_{\mathrm M}^\circ-\tfrac12H_{\mathrm D}^\circ
=\tfrac12\left(2H_{\mathrm M}^\circ-H_{\mathrm D}^\circ\right)=\tfrac12\Delta H .
$$

The prefactors agree too. Since $2\mu_{\mathrm M}^\circ-\mu_{\mathrm D}^\circ=-RT\ln(K/c^\circ)$, the rate above equals $k_1\sqrt{K[\mathrm D]}$.

## What each derivation assumes

Both derivations assume ideal mixing, one reactive path and equilibrium between monomer and dimer. They differ in what they can say about these assumptions.

The kinetic route assumes a mechanism for exchange: unimolecular dissociation and bimolecular association. In return it supplies the criterion for equilibrium, $k_1\ll4k_a\sqrt{K[\mathrm D]}$, and the law that replaces half order when the criterion fails. It takes $k_1$ as an empirical rate constant, so tunnelling or recrossing in the elimination step does no harm to it.

The thermodynamic route needs no mechanism for exchange. It would hold unchanged if a trace of some other species carried the monomers between dimers, provided that equilibrium is maintained. It cannot tell whether exchange is fast enough, and it uses transition-state theory for the elimination step, with all departures collected in $\kappa$.

It also shows what a measured half order means. The order reports the composition of the transition state relative to the dominant species. A transition state containing a whole dimer would give $\mu_\ddagger=\mu_{\mathrm D}$ and first order.

## Fixed total aluminium

In practice one fixes the total aluminium concentration, $c=[\mathrm M]+2[\mathrm D]$. Write $m=[\mathrm M]$ and use $[\mathrm D]=m^2/K$:

$$
c=m+\frac{2m^2}{K},\qquad
m=\frac K4\left(\sqrt{1+\frac{8c}{K}}-1\right).
$$

Let $\alpha=m/c$ be the fraction of aluminium present as monomer. Then $2m^2/K=(1-\alpha)c$. Differentiate the balance at constant temperature, using $dm=m\,d\ln m$:

$$
dc=\left(m+\frac{4m^2}{K}\right)d\ln m
=\left[\alpha c+2(1-\alpha)c\right]d\ln m=(2-\alpha)c\,d\ln m .
$$

Since $r=k_1m$, the order in total aluminium is

$$
\frac{\partial\ln r}{\partial\ln c}=\frac1{2-\alpha}.
$$

Now vary the temperature at fixed $c$. The balance gives

$$
0=m\,d\ln m+\frac{2m^2}{K}\left(2\,d\ln m-d\ln K\right).
$$

Dividing by $c$ and collecting terms, $(2-\alpha)\,d\ln m=(1-\alpha)\,d\ln K$. Therefore

$$
E_{\rm app}=E_a+\frac{1-\alpha}{2-\alpha}\,\Delta H\quad\text{at fixed }c .
$$

For $\alpha\to0$ these expressions give order $1/2$ and an added $\Delta H/2$. For $\alpha\to1$ they give order one and $E_{\rm app}=E_a$: nothing is left to dissociate. The order exceeds one half by $\alpha/[2(2-\alpha)]$, and the coefficient of $\Delta H$ falls short of one half by the same amount. For small $\alpha$ that amount is about $\alpha/4$.

Dominance sets in slowly with concentration. The definition of $K$ can be written $\alpha^2/(1-\alpha)=K/2c$, so $\alpha\approx\sqrt{K/2c}$ when it is small. A hundredfold dilution raises a small monomer fraction about tenfold.

## The gas phase

For ideal gases, tabulated dissociation enthalpies belong to the pressure constant $K_p=p_{\mathrm M}^2/(p_{\mathrm D}p^\circ)$, with $RT^2\,d\ln K_p/dT=\Delta H$. Putting $p_i=[i]RT$ gives the concentration constant $K=K_pp^\circ/RT$, and

$$
RT^2\frac{d\ln K}{dT}=\Delta H-RT=\Delta U .
$$

The last equality holds because dissociation adds one mole of gas. At fixed dimer concentration,

$$
E_{\rm app}=E_a+\tfrac12\Delta H-\tfrac12RT .
$$

If the rate is instead expressed as a partial pressure per time, $k_1p_{\mathrm M}=k_1\sqrt{K_pp^\circ p_{\mathrm D}}$, and the dimer pressure is fixed, the addition is $\Delta H/2$ without correction.

This was tested on a model gas at 380 K with classical translation and with harmonic vibrations summed level by level. The monomer has one vibration of spacing 3 kJ/mol, the dimer has three of 1, 2 and 4 kJ/mol, and the binding energy is 70 kJ/mol. The model has no rotation and does not conserve the number of modes, so it checks the thermodynamic identity and describes no real molecule. Half the enthalpy is 37.58 kJ/mol. Half the slope $RT^2\,d\ln K/dT$ is 36.00 kJ/mol for the concentration constant and 37.58 kJ/mol for the pressure constant. The difference is $RT/2=1.58$ kJ/mol.

## Worked example: triethylaluminium in solution

Take triethylaluminium in an inert hydrocarbon at 380 K, with 1 mol/L of total aluminium. The parameters are rough typical values: $E_a=120$ kJ/mol, $A=10^{12}$ s$^{-1}$, $\Delta H=70$ kJ/mol and $\Delta S=130$ J/(mol K). With $RT=3.159$ kJ/mol,

$$
K=e^{-70/3.159+130/8.314}\ \text{mol/L}=1.47\times10^{-3}\ \text{mol/L},
$$

$$
k_1=10^{12}e^{-120/3.159}\ \text{s}^{-1}=3.20\times10^{-5}\ \text{s}^{-1}.
$$

The balance for total aluminium gives $[\mathrm M]=0.0268$ mol/L and $[\mathrm D]=0.487$ mol/L, so $\alpha=2.7\%$. The rate is

$$
r=(3.20\times10^{-5})(0.0268)=8.6\times10^{-7}\ \text{mol/(L s)}.
$$

At this rate 0.1% conversion takes about 1170 s. These numbers depend on the standard state of $\Delta S$. Solution constants are often tabulated on the mole-fraction scale, and conversion to 1 mol/L adds $R\ln(c_{\rm tot}/c^\circ)$, some 10 to 16 J/(mol K) for a total of 3 to 7 mol/L of molecules. If 130 J/(mol K) were a mole-fraction value, $\alpha$ would be about 5 to 7%, and $E_{\rm app}$ at fixed total aluminium would fall by less than 1 kJ/mol.

At fixed dimer concentration the apparent activation energy is

$$
E_{\rm app}=120+\frac{70}{2}=155\ \text{kJ/mol}=1.61\ \text{eV}.
$$

The apparent prefactor $A\,e^{\Delta S/2R}$ is $2.5\times10^{15}$ s$^{-1}$, some 2500 times $A$. Read as the property of a single elementary step, it would suggest a very loose transition state. Here the excess is the entropy of half a dissociation. Its size belongs to the standard concentration of 1 mol/L, because the prefactor multiplies $\sqrt{c^\circ[\mathrm D]}$ and not $[\mathrm D]$.

For a test independent of the square-root formula, the kinetic balance was integrated with $[\mathrm D]$ held at 0.5 mol/L and $k_a=10^6$ L/(mol s), a deliberately low assumed value. Rates at 379 and 381 K give 155.000 kJ/mol, and a variation of $[\mathrm D]$ by a factor of 1.1 either way gives order 0.50000.

At fixed total aluminium, the formulas give:

| $c$ (mol/L) | $\alpha$ | order in $c$ | $E_{\rm app}$ (kJ/mol) |
|---|---|---|---|
| 1 | 0.027 | 0.507 | 154.5 |
| 0.1 | 0.082 | 0.521 | 153.5 |
| 0.01 | 0.237 | 0.567 | 150.3 |
| 0.001 | 0.566 | 0.697 | 141.2 |

Integration of the closed reaction network at 1 and 0.01 mol/L reproduces the orders 0.507 and 0.567 and the energies 154.5 and 150.3 kJ/mol. In both solutions the order in the actual dimer concentration is 0.50000, although a quarter of the aluminium is monomeric in the second. This separates the two roles: fast exchange gives half order in dimer, and dominance carries it over to total aluminium.

An Arrhenius fit from 360 to 400 K at 1 mol/L gives 154.5 kJ/mol. The plot would not reveal by its slope alone that two processes are combined. The distinction matters when a rate known at one temperature is carried to another with an assumed energy: from 360 to 400 K the apparent energy of 154.5 kJ/mol raises the rate about 175-fold, whereas the monomer barrier of 120 kJ/mol alone would raise it 55-fold.

## Neglected effects and the real case

The estimates below use the example's numbers and further rough assumed parameters.

**Exchange and parallel paths.** The relative rate error from finite exchange speed is $q/s=3\times10^{-10}$, so equilibrium is secure even if $k_a$ is wrong by several powers of ten. A direct path through the dimer, with the same prefactor $A$, would reach 1% of the monomer rate if its barrier were

$$
E_a+RT\ln\frac{100[\mathrm D]}{[\mathrm M]}=143.7\ \text{kJ/mol}.
$$

The premise thus requires a dimer barrier above this value if a 1% admixture is the tolerance. Of the 23.7 kJ/mol excess over 120 kJ/mol, 14.6 comes from the 1% tolerance and 9.2 from the larger population of dimer.

**Corrections to the energy.** If $\Delta H$ is a calorimetric enthalpy, solvent expansion matters. An equilibrium constant written per mass of solvent must be multiplied by the density to give $K$, which adds $-\beta$ to $d\ln K/dT$ for expansivity $\beta$. At fixed $[\mathrm D]$ in mol/L, the shift of $E_{\rm app}$ is $-RT^2\beta/2=-0.6$ kJ/mol for $\beta=10^{-3}$ K$^{-1}$. Setting $\beta=1/T$ recovers the gas correction $-RT/2$. In a weighed solution the concentration itself also falls on heating. The shift is then $-RT^2\beta=-1.2$ kJ/mol for a rate per volume, and zero for a rate per mass of solution. A dissociation heat capacity of 30 J/(mol K) changes the added half enthalpy by 0.3 kJ/mol over 20 K.

Tunnelling of the hydrogen, estimated by the Wigner factor for a barrier frequency of 1000 cm$^{-1}$, multiplies $k_1$ by 1.6 and lowers $E_a$ by 2.4 kJ/mol. These values are too small, because the Wigner factor is the start of an expansion in $h\nu/k_{\rm B}T$, which is 3.8 here. An Eckart barrier of the same frequency and a height of 120 kJ/mol gives a factor of 1.9 to 2.0 and lowers $E_a$ by 4 to 5 kJ/mol for reverse barriers between 30 and 120 kJ/mol; a reverse barrier of 15 kJ/mol gives 1.8 and 3.6 kJ/mol. If $E_a$ comes from measured values of $k_1$, this is already included. The addition $\Delta H/2$ is unaffected.

**Products.** The hydride R$_2$AlH can bind a monomer in a mixed dimer, and it can add the alkene back. Assume an enthalpy of 90 kJ/mol for elimination and 85 kJ/mol for dissociation of the mixed dimer, each with an entropy of 130 J/(mol K). At 0.1% conversion, capture of monomer lowers the forward rate by 0.05%: the hydride removes 0.1% of the trialkyl, and the square root halves the effect. This adds to an equal drop from the trialkyl already consumed by elimination, so the rate lies 0.1% below its initial value.

The reverse reaction is far less certain. Suppose that all ethylene stays dissolved. If the hydride is bound in mixed dimers, the ratio of reverse to forward rate at 0.1% conversion is 0.007. If it were all free, the ratio would be 14, which means that the net reaction would have stopped before reaching this conversion. Keeping the reverse rate at 1% in that unfavourable case requires ethylene below $7\times10^{-7}$ mol/L. The forward law stands in either case, but a net rate measures it only when return of ethylene is negligible.

**The real precursor.** Triethylaluminium is mainly dimeric as a liquid and in hydrocarbon solution, so the example lies in the intended regime. Triisobutylaluminium, with bulkier groups, is far less associated. At 380 K or in dilute solution it is almost wholly monomeric, and the model predicts an order near one and an energy near $E_a$. The neat liquid at room temperature still holds a sizeable share of dimer, and the order $1/(2-\alpha)$ then lies noticeably below one. The neat ethyl compound holds roughly 7 mol/L of aluminium, more than the example, which favours the dimer further. A closed, heated precursor vessel retains the ethylene, so the reverse reaction must be included in the net rate there. Its size depends on the conversion, on the gas volume above the liquid and on how much hydride is free.

A dilute vapour breaks dimer dominance instead. At 1 Torr and 380 K an ideal gas contains about $4\times10^{-5}$ mol/L. If the solution value of $K$ is carried over as a rough guide, the alkyl is then mostly monomer, and the predicted energy falls from near 155 towards 120 kJ/mol. Wall reactions and pressure dependence of $k_1$ may also enter there. Ethylene insertion into Al–C bonds, hydride trimers and non-ideal mixing are outside these estimates. The numerical output below gives most of the values in full.

## Numbers as computed

```
Input Ea = 120.0 kJ/mol, A = 1.0e+12 1/s
Input dH = 70.0 kJ/mol, dS = 130.0 J/(mol K)
Input T = 380 K, total Al = 1.00 mol/L, ka = 1.0e+06 L/(mol s)
RT = 3.159 kJ/mol
K = 1.474e-03 mol/L
k1 = 3.200e-05 1/s
Monomer = 0.02678 mol/L, dimer = 0.48661 mol/L
Monomer fraction alpha = 2.68 %
Forward rate = 8.570e-07 mol/(L s)
Time to 0.1 % conversion at this rate = 1167 s
E_app, fixed dimer: formula = 155.00 kJ/mol = 1.606 eV
E_app, fixed dimer: integrated kinetics = 155.000 kJ/mol
Order in dimer: integrated kinetics = 0.50000
Apparent prefactor A*exp(dS/2R) = 2.484e+15 1/s
Dilution series at fixed total Al (formulas):
 c = 10 mol/L: alpha = 0.0085, order = 0.5021, E_app = 154.85 kJ/mol
 c = 1 mol/L: alpha = 0.0268, order = 0.5068, E_app = 154.53 kJ/mol
 c = 0.1 mol/L: alpha = 0.0822, order = 0.5214, E_app = 153.50 kJ/mol
 c = 0.01 mol/L: alpha = 0.2371, order = 0.5672, E_app = 150.29 kJ/mol
 c = 0.001 mol/L: alpha = 0.5657, order = 0.6972, E_app = 141.20 kJ/mol
Network, c = 1 mol/L: order in c = 0.5068, in dimer = 0.50000, E_app = 154.52 kJ/mol
Network, c = 0.01 mol/L: order in c = 0.5672, in dimer = 0.50000, E_app = 150.29 kJ/mol
Arrhenius fit 360-400 K, c = 1 mol/L: 154.52 kJ/mol
Slow-exchange test: order in dimer = 0.99996
Model gas: dH/2 = 37.582 kJ/mol
Model gas: half slope of ln Kc = 36.003 kJ/mol
Model gas: half slope of ln Kp = 37.582 kJ/mol
Gas correction RT/2 = 1.580 kJ/mol
Neglected effects (rough assumed parameters):
 Finite exchange, relative rate error = 3.0e-10
 Expansivity 1e-03 1/K: E shift = -0.60 kJ/mol
 dCp 30 J/(mol K), 20 K off: E shift = 0.30 kJ/mol
 Wigner factor at 1000 1/cm = 1.60, E shift = -2.36 kJ/mol
 Dimer barrier for 1 % of monomer rate (same A) = 143.7 kJ/mol
 Assumed enthalpies: elimination 90, mixed dimer 85 kJ/mol
 K elimination = 2.63e-06 mol/L, K mixed dimer = 1.28e-05 mol/L
 At 0.1 % conversion, ethylene retained:
  rate change by hydride capture = -0.051 %
  reverse/forward, hydride all free = 14.23
  reverse/forward, hydride in mixed dimers = 6.80e-03
  ethylene for 1 % reverse, hydride free = 7.03e-07 mol/L
```
